# Why the Néel axis decides the Hall effect in rutile altermagnets

In a four-band model of a metallic rutile altermagnet at 300 K, single points of the Brillouin zone contribute to the Hall conductivity $\sigma_{xy}$ with a mean magnitude of order 100 S/cm when the Néel vector lies along [001]. Their average over the zone is zero to rounding. If the Néel vector is turned to [100], with all parameters held fixed, a Hall conductivity $\sigma_{zx}=-4.7$ S/cm remains, although the net spin moment is zero. The positions of the oxygen atoms decide which components can survive. The size of the surviving component and the zero moment are properties of the model.

## The statement and its conventions

The magnetic ions sit at $(0,0,0)$, site 1, and $(\tfrac12,\tfrac12,\tfrac12)$, site 2, in units of the cell edges $a,a,c$. The oxygen atoms sit at $\pm(u,u,0)$, $(\tfrac12+u,\tfrac12-u,\tfrac12)$ and $(\tfrac12-u,\tfrac12+u,\tfrac12)$. The Néel vector $\mathbf L=\mathbf m_1-\mathbf m_2$ is the difference of the two site moments. The crystal is unstrained, has one magnetic domain and is in zero magnetic field.

The antisymmetric part of the conductivity has three components, which form the Hall vector $\mathbf h$:

$$\sigma^A_{ij}=\epsilon_{ijk}h_k,\qquad j_i=\epsilon_{ijk}E_jh_k=(\mathbf E\times\mathbf h)_i .$$

Thus $h_x=\sigma^A_{yz}$, $h_y=\sigma^A_{zx}$ and $h_z=\sigma^A_{xy}$. The claim is that $\mathbf L\parallel[001]$ forces $\mathbf h=0$, while $\mathbf L\parallel[100]$ permits $\mathbf h\parallel[010]$ and no other component.

## First derivation: operations that preserve the magnet

**How the two vectors transform.** Under a rotation or reflection $R$, the conductivity becomes $\sigma'_{ij}=R_{ia}R_{jb}\sigma_{ab}$. The determinant identity is

$$R_{ia}R_{jb}R_{kc}\,\epsilon_{abc}=\det R\;\epsilon_{ijk}.$$

Multiplying by $R_{kd}$, summing over $k$ and using $R_{kc}R_{kd}=\delta_{cd}$ gives $R_{ia}R_{jb}\epsilon_{abd}=\det R\,\epsilon_{ijk}R_{kd}$. Hence

$$\mathbf h'=D\mathbf h,\qquad D=\det(R)\,R .$$

So $\mathbf h$ is an axial vector. A magnetic moment is axial too, but $\mathbf L$ also changes sign if the operation exchanges the two sites:

$$\mathbf L'=s\,D\,\mathbf L,\qquad s=\begin{cases}+1&\text{sites kept}\\-1&\text{sites exchanged.}\end{cases}$$

Fractional translations matter for $s$, but do not act on a macroscopic conductivity.

**Which rotations exchange the sites.** The twofold rotation $C_{2z}$ sends $(x,y,z)$ to $(-x,-y,z)$. It exchanges $(u,u,0)$ with $(-u,-u,0)$, exchanges the other two oxygens up to lattice translations, and keeps each magnetic site. Therefore $s=+1$.

The rotation $C_{2x}$ sends $(u,u,0)$ to $(u,-u,0)$, where there is no oxygen. Adding the translation $(\tfrac12,\tfrac12,\tfrac12)$ gives $(\tfrac12+u,\tfrac12-u,\tfrac12)$, which is an oxygen position. This translation takes site 1 to site 2, so $s=-1$. In the same way $C_{2y}$ sends $(u,u,0)$ to $(\tfrac12-u,\tfrac12+u,\tfrac12)$ and has $s=-1$. The fourfold rotation $C_{4z}$, with $(x,y,z)\to(-y,x,z)$ and the same translation, also has $s=-1$.

**Néel vector along [001].** For $\mathbf L=(0,0,L)$:

- $C_{2z}$ has $D=\mathrm{diag}(-1,-1,1)$ and $s=1$, so $\mathbf L'=\mathbf L$. The magnet is unchanged, hence $\mathbf h=D\mathbf h$, and $h_x=h_y=0$.
- $C_{2x}$ has $D=\mathrm{diag}(1,-1,-1)$ and $s=-1$. The axial rule reverses $L_z$ and the site exchange reverses it again, so $\mathbf L'=\mathbf L$. Now $\mathbf h=D\mathbf h$ requires $h_z=0$.

All three components vanish. No expansion in $\mathbf L$ or in spin-orbit coupling was made, so the prohibition holds to all orders in both.

**Néel vector along [100].** For $\mathbf L=(L,0,0)$, $C_{2y}$ has $D=\mathrm{diag}(-1,1,-1)$ and $s=-1$, so again $\mathbf L'=\mathbf L$. This time $\mathbf h=D\mathbf h$ removes $h_x$ and $h_z$ but leaves $h_y$ free.

The remaining preserving operations must not remove $h_y$. Both $C_{2x}$ and $C_{2z}$ take $\mathbf L$ to $-\mathbf L$, so each preserves the magnet when combined with time reversal. Onsager's relation, $\sigma_{ij}(\mathbf L)=\sigma_{ji}(-\mathbf L)$, says that time reversal reverses $\mathbf h$. The combined actions on $\mathbf h$ are $-\mathrm{diag}(1,-1,-1)$ and $-\mathrm{diag}(-1,-1,1)$, and both keep $h_y$. Inversion has $D=1$ and $s=1$, so it adds no condition. The fourfold rotations and the diagonal twofold axes turn [100] into $\pm[010]$ and do not preserve this magnet. Thus $h_y$ is permitted.

**The law for small $\mathbf L$.** The same rules fix the linear relation $h_i=A_{ij}L_j$. Covariance requires $A_{ij}=s\,D_{ii}D_{jj}A_{ij}$ for a diagonal $D$, with no sum. $C_{2z}$ removes the four elements that connect $z$ with $x$ or $y$. $C_{2x}$, with its extra minus sign, removes $A_{xx}$, $A_{yy}$ and $A_{zz}$. Only $A_{xy}$ and $A_{yx}$ remain. Under $C_{4z}$,

$$\mathbf h'=(-h_y,h_x,h_z),\qquad \mathbf L'=(L_y,-L_x,-L_z).$$

The relation $h'_x=A_{xy}L'_y$ becomes $-h_y=-A_{xy}L_x$, so $A_{yx}=A_{xy}=\alpha$ and

$$\mathbf h=\alpha\,(L_y,\,L_x,\,0)+O(L^3).$$

Even powers are absent because $\mathbf h$ is odd in $\mathbf L$. For $h_z$, $C_{2x}$ demands an odd power of $L_x$. $C_{2z}$ then demands an odd power of $L_y$, and oddness under time reversal demands an odd power of $L_z$. The first possible term is $L_xL_yL_z$, which $C_{4z}$ also allows.

## Second derivation: curvature of the bands

**The Hamiltonian.** One orbital per magnetic ion, with spin, gives four bands. Let $\tau_i$ act on the site index and $\sigma_i$ on spin, and let $X=k_xa$, $Y=k_ya$, $Z=k_zc$. Then

$$H=\varepsilon+t_x\tau_x+t_z\tau_z+\tau_y(g_x\sigma_x+g_y\sigma_y)+J\tau_z\,\mathbf n\cdot\boldsymbol\sigma,\qquad \mathbf n=\mathbf L/|\mathbf L| .$$

An electron's spin moment is $-\mu_B\boldsymbol\sigma$, so $J>0$ favours a moment along $\mathbf n$ on site 1.

Hopping $t$ along the eight body diagonals gives $t_x=8t\cos\frac X2\cos\frac Y2\cos\frac Z2$. Within one layer, site 1 has hopping $t_a$ along [110], where its oxygens lie, and $t_o$ along $[1\bar10]$. Its energy contains

$$2t_a\cos(X+Y)+2t_o\cos(X-Y)=2(t_a+t_o)\cos X\cos Y-2(t_a-t_o)\sin X\sin Y .$$

For site 2 the two directions are interchanged, which reverses the last term. Therefore $t_z=-B\sin X\sin Y$ with $B=2(t_a-t_o)$. The common part, with hopping $t_c$ along $c$, is $\varepsilon=2(t_a+t_o)\cos X\cos Y+2t_c\cos Z$.

Spin-orbit coupling adds $i\lambda\,\boldsymbol\nu\cdot\boldsymbol\sigma$ to a hop from site 1 to site 2. The unit vector $\boldsymbol\nu$ lies along $\mathbf d_1\times\mathbf d_2$, where $\mathbf d_1$ and $\mathbf d_2$ are the steps from metal to shared oxygen and from oxygen to metal. For the bond $(\tfrac12,\tfrac12,\tfrac12)$ the shared oxygen is at $(u,u,0)$. The cross product is proportional to $(1,-1,0)$. For $(\tfrac12,-\tfrac12,\tfrac12)$ it is proportional to $(1,1,0)$. For a bond $\boldsymbol\delta$ this gives $\nu_x=\mathrm{sgn}(\delta_x\delta_z)/\sqrt2$ and $\nu_y=-\mathrm{sgn}(\delta_y\delta_z)/\sqrt2$. Summing $e^{-i\mathbf k\cdot\boldsymbol\delta}$ with these signs turns two cosines into $-i$ times sines, so with $G=8\lambda/\sqrt2$

$$g_x=-G\sin\tfrac X2\cos\tfrac Y2\sin\tfrac Z2,\qquad g_y=G\cos\tfrac X2\sin\tfrac Y2\sin\tfrac Z2 .$$

**The Hall vector.** In an electric field $\hbar\dot{\mathbf k}=-e\mathbf E$, and a wave packet has the anomalous velocity $-\dot{\mathbf k}\times\boldsymbol\Omega_n=(e/\hbar)\mathbf E\times\boldsymbol\Omega_n$. Here $\boldsymbol\Omega_n=\nabla\times\mathbf A_n$ and $\mathbf A_n=i\langle u_n|\nabla u_n\rangle$. Multiplying by the charge $-e$ and comparing with $\mathbf j=\mathbf E\times\mathbf h$ gives

$$\mathbf h=-\frac{e^2}{\hbar}\int\frac{d^3k}{(2\pi)^3}\sum_nf_n\boldsymbol\Omega_n .$$

Suppose that $H(R\mathbf k)=WH(\mathbf k)W^\dagger$ with a constant unitary $W$. The energies agree, the states are $W|u_n\rangle$, and $W$ drops out of $\mathbf A_n$. Since the gradient turns with $R$, $\mathbf A_n(R\mathbf k)=R\mathbf A_n(\mathbf k)$, and its curl obeys $\boldsymbol\Omega_n(R\mathbf k)=D\,\boldsymbol\Omega_n(\mathbf k)$.

**Néel vector along [001].** The exchange term is $J\tau_z\sigma_z$. Reversing $k_z$ changes the signs of $g_x$ and $g_y$ alone. $W=\sigma_z$ does the same, because it reverses $\sigma_x$ and $\sigma_y$. With $R=\mathrm{diag}(1,1,-1)$, $D=\mathrm{diag}(-1,-1,1)$, so $\Omega_x$ and $\Omega_y$ cancel between $k_z$ and $-k_z$.

Reversing $k_x$ changes the signs of $t_z$ and $g_x$. Take $W=\tau_x\sigma_x$, which reverses $\tau_y,\tau_z,\sigma_y,\sigma_z$. It reverses $\tau_z$ and $\tau_y\sigma_x$, and keeps $\tau_x$, $\tau_y\sigma_y$ and $\tau_z\sigma_z$, as required. Now $D=\mathrm{diag}(1,-1,-1)$, so $\Omega_z$ cancels between $k_x$ and $-k_x$. Hence $\mathbf h=0$ although the curvature itself need not vanish.

**Néel vector along [100].** The exchange term is $J\tau_z\sigma_x$. Reversing $k_y$ changes the signs of $t_z$ and $g_y$. The matrix $W=\tau_x\sigma_y$ reverses $\tau_z$ and $\tau_y\sigma_y$, but keeps $\tau_x$, $\tau_y\sigma_x$ and $\tau_z\sigma_x$. Here $D=\mathrm{diag}(-1,1,-1)$: $\Omega_x$ and $\Omega_z$ cancel in pairs, while $\Omega_y$ is equal at the two points and adds.

**A limit in which the surviving curvature is explicit.** Set $g_y=0$. Then $\sigma_x=q=\pm1$ is conserved, and each spin has $H=\varepsilon+\mathbf d\cdot\boldsymbol\tau$ with $\mathbf d=(t_x,\,qg_x,\,t_z+qJ)$. For the lower band, perturbation theory for $|\partial_iu\rangle$ gives

$$\Omega_y=-2\,\mathrm{Im}\frac{\langle-|\partial_zH|+\rangle\langle+|\partial_xH|-\rangle}{(2d)^2}.$$

Completeness replaces the numerator by $\langle-|(\partial_z\mathbf d\cdot\boldsymbol\tau)(\partial_x\mathbf d\cdot\boldsymbol\tau)|-\rangle$ minus a real number. Its imaginary part is $(\partial_z\mathbf d\times\partial_x\mathbf d)\cdot\langle\boldsymbol\tau\rangle$, with $\langle\boldsymbol\tau\rangle=-\mathbf d/d$. Thus $\Omega_y=\mathbf d\cdot(\partial_z\mathbf d\times\partial_x\mathbf d)/(2d^3)$. Because $\partial_zt_z=0$, the triple product is

$$q(t_z+qJ)(\partial_zt_x\partial_xg_x-\partial_zg_x\partial_xt_x)+q\,\partial_xt_z(t_x\partial_zg_x-g_x\partial_zt_x).$$

The first derivative bracket equals $tG\,ac\cos^2\frac Y2(\cos X-\cos Z)$. The second equals $-2tGc\cos^2\frac Y2\sin X$, and $\partial_xt_z=-Ba\cos X\sin Y$. Collecting terms,

$$\Omega_y=\frac{tG\,ac\cos^2\frac Y2}{2d^3}\Big[J(\cos X-\cos Z)+qB\sin X\sin Y(\cos X+\cos Z)\Big].$$

Inside the bracket, the first term is the same for both spins, and the second is unchanged when $k_y$ and $q$ are reversed together. The length $d$, which contains $(t_z+qJ)^2$, is also unchanged by this joint reversal, so the mirror cancels neither term. The factor $G$ shows that spin-orbit coupling is needed. The bracket takes both signs, however, so the size and sign of the integral depend on the filling and need a calculation.

## Numbers for one metal

The example has $a=0.45$ nm, $c=0.31$ nm, $t=t_c=0.10$ eV, $t_a=0.15$ eV, $t_o=-0.05$ eV, $\lambda=0.02$ eV and $J=0.50$ eV. The Fermi level is $-0.50$ eV and the temperature 300 K. Both $g_x$ and $g_y$ are kept. The results in S/cm are:

- $\mathbf L\parallel[001]$: $\mathbf h=(0,0,0)$
- $\mathbf L\parallel[100]$: $\mathbf h=(0,-4.71,0)$
- $\mathbf L\parallel[010]$: $\mathbf h=(-4.71,0,0)$
- $\mathbf L\parallel[110]$: $\mathbf h=(-3.41,-3.41,0)$
- $\mathbf L\parallel[111]$: $\mathbf h=(-2.75,-2.75,h_z)$, with $h_z$ of order $+1$ and not converged

Equal values for [100] and [010] confirm $A_{xy}=A_{yx}$. For [110] the linear law gives $-4.71/\sqrt2=-3.33$ S/cm, so the computed components are about 2% larger in magnitude. For [111] the component $h_z$, absent from the linear law, is not small. It converges slowly and unevenly: meshes of 28, 36, 48 and 64 points per axis give 0.79, 1.06, 1.14 and 1.03 S/cm, while meshes of 40 and 52 points concentrated near $k_xa,k_ya=0,\pi$ and $k_z=0$ give 0.71 and 0.66 S/cm. Only the sign and the order of magnitude are established. A tilt of 5° from [001] towards [100] gives $h_y=-0.407$ S/cm, against $-4.71\sin5^\circ=-0.411$ S/cm. Refining the mesh from 36 to 56 points per axis changes $h_y$ by about 0.002%.

Reversing $\mathbf L$ reverses $h_y$ to $+4.71$ S/cm. Without spin-orbit coupling $\mathbf h$ vanishes: a spin rotation by $\pi$ about an axis normal to $\mathbf L$ reverses the exchange term, time reversal restores it, and the pair reverses $\mathbf h$.

**A Hall vector without a net moment.** The rule for $\mathbf h$ also permits a moment along [010], but this model has none when $\mathbf L\parallel[100]$. Put $K=H-\varepsilon$. Squaring, and keeping the products that do not anticommute, gives

$$K^2=t_x^2+t_z^2+g_x^2+g_y^2+J^2+2JM,\qquad M=t_z\sigma_x+g_y\tau_x\sigma_z .$$

The net $\sigma_y$ of the occupied states is the trace of $\sigma_y$ with a function of $H$. Only a term in $\sigma_y$ without a $\tau$ matrix contributes to it; the term $g_y\tau_y\sigma_y$ in $K$ does not. Neither $K$ nor $K^2$ contains such a bare $\sigma_y$. In $K^3$, one could arise from $KM$ if $K$ contained $\sigma_z$ or $\tau_x\sigma_x$, which it does not. Any function of a $4\times4$ matrix is a polynomial of at most third degree in it, so the occupied states carry no net $\sigma_y$ at any $\mathbf k$. The mirror in $k_y$ cancels $\sigma_x$ and $\sigma_z$. This zero belongs to the model; crystal symmetry does not demand it.

**Canting changes the size.** Each site has principal axes [110] and $[1\bar10]$. Anisotropic exchange on the sites can therefore produce a uniform spin field proportional to $(L_y,L_x,0)$. A field of 8.7 meV along [010], which turns the exchange field on each site by about 1°, produces a net moment of 0.024 $\mu_B$ per cell. On the 36-point mesh it changes $h_y$ from $-4.7$ to about $-45$ S/cm. Meshes of 52, 72 and 108 points give about $-50$, $-53$ and $-56$ S/cm, so uniform meshes converge slowly. Meshes of 60, 88 and 104 points concentrated near $k_xa,k_ya=0,\pi$ and $k_z=0$ all give $-58$ S/cm, and leave the uncanted value at $-4.71$ S/cm. A field of the same size in the opposite direction gives about $+35$ S/cm on the 36-point mesh and $+46$ S/cm on the 108-point mesh, and about $+49$ S/cm on a concentrated mesh of 72 points. The axis survives, but the magnitude grows roughly tenfold on the finer meshes, and the sign can change with the direction of canting.

The bands suggest one possible reason. On the plane $k_y=0$ both $t_z$ and $g_y$ vanish, so $M=0$ and $K^2$ is a number. As $K$ is traceless, the four levels form two degenerate pairs. Close to this plane even a few meV can compete with the splitting. Transitions within the two pairs do supply more than 99% of the change in $h_y$. The plane itself is not special, however. The layer $|k_ya|<0.35$, which fills 11% of the zone, supplies about 15% of the change on the 36-point mesh and 11% on the 108-point mesh. The levels also pair up wherever else $t_z$ and $g_y$ both vanish, for example on the plane $k_xa=\pi$ and on the line $k_x=k_z=0$. The layer next to $k_xa=\pi$ supplies almost none of the change. On the concentrated meshes nearly 90% of it comes from the layer $|k_xa|<0.35$, around the plane where $t_z=0$ and only the spin-orbit term $g_y$ splits the pairs. About half comes from the tube $|k_xa|,|k_zc|<0.35$ around the degenerate line, which fills about 1% of the zone.

The canted Hall vector is still not a fixed multiple of the moment: reversing the sign of $\lambda$ changes $h_y$ to $+45$ S/cm on the 36-point mesh and leaves the moment at 0.024 $\mu_B$. The reason is that $H$ with $-\lambda$ equals $H$ with $\lambda$ at $-k_z$. This reflection reverses $\Omega_y$ but not the spin.

## From the Hall vector to a device

For $\mathbf L\parallel[100]$, current along $x$ gives a Hall field along $z$. With equal longitudinal conductivity $\sigma_0$ along both axes and no current along $z$,

$$j_x=\sigma_0E_x-h_yE_z,\quad 0=h_yE_x+\sigma_0E_z\;\Rightarrow\;E_z=-\frac{h_yj_x}{\sigma_0^2+h_y^2}.$$

For $\sigma_0=10^4$ S/cm and $j_x=10^5$ A/cm$^2$, $E_z=4.7\times10^5/10^8=4.7\times10^{-3}$ V/cm. Contacts $10\ \mu$m apart along $z$ show 4.7 $\mu$V. In a film whose normal is [001], this field points through the thickness, so contacts in the film plane do not measure it. The Joule heat is $j_x^2/\sigma_0=10^6$ W/cm$^3$, or 1 W/cm$^2$ for a conductor 10 nm thick.

The cell edges and $\sigma_0$ are rough values for well-conducting rutile transition-metal dioxides. The hopping and exchange energies are round choices, and the resulting site moment, $1.12/2\approx0.56\,\mu_B$, is an assumption: whether a given compound orders in this way must be established separately. The assumption of perfectly opposite moments is the most sensitive one found here, as the tenfold change under canting shows. The Fermi level matters too: raising it by 0.1 eV gives about $-13$ S/cm without canting. At fixed Fermi level and exchange, heating to 400 K gives $-5.2$ S/cm, and a width of 50 meV added to the energy denominators alone gives $-4.7$ S/cm. A one-carrier estimate of the ordinary Hall conductivity at 1 T is 3.2 S/cm, comparable with the uncanted signal, so the reading should be taken at zero field. That alone is not enough: the longitudinal field is 10 V/cm, so contacts displaced by only 5 nm along $x$ also show 4.7 $\mu$V. Half the difference between the readings for $\mathbf L$ and $-\mathbf L$ removes this offset, provided that the current path and the contacts stay the same.

Strain can also break the prohibition. A shear in the $xy$ plane removes $C_{2x}$ and $C_{4z}$ but keeps $C_{2z}$, so $h_z$ becomes possible for $\mathbf L\parallel[001]$. Raising the intersite hopping by 10% on bonds above the [110] face diagonal, and lowering it by 10% on those above $[1\bar10]$, gives $h_z\approx-1$ S/cm. Interchanging the two diagonals reverses the sign. A Hall signal in the [001] state is therefore not by itself evidence that the Néel vector has turned.

## What each derivation assumes

The first derivation needs the crystal symmetry, the two-site magnetic order and linear response. Onsager's relation enters in showing that $h_y$ is permitted and in the expansion, but not in the proof that the [001] case is forbidden. Interactions and scattering are covered, provided that disorder preserves the symmetry on average. It cannot tell whether a permitted component is large, small or accidentally zero.

The second assumes independent electrons, four bands and the intrinsic curvature contribution. It omits skew scattering, side jump, orbital moments and self-consistent exchange, so $-4.7$ S/cm is a property of this model. In return it shows where the cancellation occurs and proves by example that the permitted component can be nonzero.

The matrices $W$ represent the same crystal operations, up to inversion, that the first derivation reads from the atoms. The common core is the sign $s=-1$. For $\mathbf L\parallel[001]$ it makes $C_{2x}$ a symmetry of the magnet, which removes $h_z$. For $\mathbf L\parallel[100]$ it does the same for $C_{2y}$, whose axis is the one direction left to $\mathbf h$. The numerical output below lists most of the values used here.

## Table of computed values

```
lattice a: 0.45 nm
lattice c: 0.31 nm
oxygen coordinate u: 0.3
intersite hopping: 0.1 eV
apical diagonal hopping: 0.15 eV
other diagonal hopping: -0.05 eV
hopping along c: 0.1 eV
spin-orbit hopping: 0.02 eV
exchange energy: 0.5 eV
Fermi level: -0.5 eV
temperature: 300 K
denominator guard: 0.1 meV
k mesh per axis: 36
point operations, site-exchanging: 16 8
free linear coefficients: 1
loop-test curvature, formula: 0.00035565 nm^2
loop-test curvature, loop: 0.00035565 nm^2
Hall components below 1e-05 S/cm are printed as zero
h for L || [001]: 0.0000, 0.0000, 0.0000 S/cm
h for L || [100]: 0.0000, -4.7119, 0.0000 S/cm
h for L || [010]: -4.7119, 0.0000, 0.0000 S/cm
h for L || [110]: -3.4134, -3.4134, 0.0000 S/cm
h for L || [111]: -2.7544, -2.7544, 1.0596 S/cm
h for L || [-100]: 0.0000, 4.7119, 0.0000 S/cm
mean |local h|, L || [001]: 19.6099, 19.6099, 145.2297 S/cm
largest |h|, L || [001]: 1.7e-14 S/cm
h without spin-orbit, L || [100]: 0.0000, 0.0000, 0.0000 S/cm
h_y with reversed spin-orbit sign: 4.7119 S/cm
net spin moment size, L || [100]: 1.7e-17 mu_B
staggered spin moment L_x per cell: 1.1151 mu_B
electrons per cell: 1.2299
canting field for 1 degree: 8.7275 meV
canted: m_y per cell: 0.024247 mu_B
canted: h_y: -44.858 S/cm
canted, reversed spin-orbit: m_y: 0.024247 mu_B
canted, reversed spin-orbit: h_y: 44.858 S/cm
shear modulation of hopping: 10 %
h with shear, L || [001]: 0.0000, 0.0000, -0.9998 S/cm
h_y on 56-point mesh: -4.7119 S/cm
mesh change in h_y: 0.00161 %
h_y at 400 K: -5.2127 S/cm
h_y with 50 meV broadening: -4.6962 S/cm
h_y, L 5 degrees from [001] to [100]: -0.4068 S/cm
linear-law value at 5 degrees: -0.41067 S/cm
assumed longitudinal conductivity: 10000 S/cm
current density along x: 1e+05 A/cm2
contact spacing along z: 10 um
Hall field E_z: 0.0047119 V/cm
Hall voltage E_z times spacing: 4.7119 uV
ordinary Hall estimate at 1 T: 3.1856 S/cm
conductor thickness for heat estimate: 10 nm
Joule heat per area: 1 W/cm2
```
